# The inverse-cube error of the principal expansion in correlation-consistent basis sets

## 1. A model with equal contributions in each shell

Let the correlation energy of an electron pair be a sum of contributions from natural orbitals labelled $(n,l,m)$, with $l=0,\dots,n-1$ and $m=-l,\dots,l$. In the simplest model every orbital of shell $n$ contributes the same amount,

$$e_n=-A\,n^{-6},\qquad A>0. \tag{1}$$

The principal expansion keeps all orbitals with $n\le X$ and drops the rest. We assume that the contributions are additive and that those retained do not change when the others are dropped.

Since $2l+1=(l+1)^2-l^2$, the number of orbitals in a shell is a telescoping sum:

$$\sum_{l=0}^{n-1}(2l+1)=n^2 . \tag{2}$$

Shell $n$ therefore contributes $n^2e_n=-A\,n^{-4}$. The dropped shells would have lowered the energy, so the truncated energy $E_X$ lies above its limit $E_\infty$ by

$$T(X)=E_X-E_\infty=A\sum_{n=X+1}^{\infty}n^{-4}. \tag{3}$$

An integral bounds this sum from each side. Because $x^{-4}$ decreases, $n^{-4}>\int_n^{n+1}x^{-4}dx$. Because it is convex, the average of its values at $n+s$ and $n-s$ exceeds $n^{-4}$ for $s\neq0$, so $n^{-4}<\int_{n-1/2}^{n+1/2}x^{-4}dx$. Adding these inequalities for all $n>X$ and using $\int_a^\infty x^{-4}dx=1/(3a^3)$ gives

$$\frac{A}{3(X+1)^3}<T(X)<\frac{A}{3(X+\frac12)^3}. \tag{4}$$

Multiplied by $X^3$, both bounds tend to $A/3$. Hence

$$T(X)\simeq\frac{A}{3}\,X^{-3}\qquad(X\to\infty). \tag{5}$$

The powers are easy to trace: $-6$ from one orbital, $+2$ from the size of the shell, and $+1$ from summing over the missing shells. With $n^{-q}$ in place of $n^{-6}$ the error would fall as $X^{3-q}$, provided $q>3$ so that the sum converges.

## 2. Corrections at finite X

Basis sets in use have small $X$, so the next terms matter. We seek a function

$$F(X)=aX^{-3}+bX^{-4}+cX^{-5}$$

whose decrease from $X-1$ to $X$ reproduces the shell term $X^{-4}$. The binomial series gives

$$
\begin{aligned}
(X-1)^{-3}-X^{-3}&=3X^{-4}+6X^{-5}+10X^{-6}+15X^{-7}+\dots\\
(X-1)^{-4}-X^{-4}&=4X^{-5}+10X^{-6}+20X^{-7}+\dots\\
(X-1)^{-5}-X^{-5}&=5X^{-6}+15X^{-7}+\dots
\end{aligned}
$$

Matching powers requires $3a=1$, $6a+4b=0$ and $10a+10b+5c=0$, so $a=\frac13$, $b=-\frac12$ and $c=\frac13$. The $X^{-7}$ terms then add to $5-10+5=0$, which leaves a mismatch of order $X^{-8}$ per shell. Both $F$ and the tail vanish at infinity, so summing the differences over all $n>X$ gives

$$\frac{T(X)}{A}=\frac1{3X^3}-\frac1{2X^4}+\frac1{3X^5}+O(X^{-7}). \tag{6}$$

The first two terms agree with the expansion of $\frac13(X+\frac12)^{-3}$. A half-integer shift therefore absorbs the leading correction in this model.

The correction is large at first. The ratio of $T(X)$ to its leading form $A/(3X^3)$ is 0.476 at $X=2$, 0.739 at $X=5$ and 0.860 at $X=10$. The inverse cube is an asymptotic law, and a coefficient fitted at small $X$ need not be $A/3$.

## 3. Unequal contributions within a shell

Equation (1) asks for more than the law needs. Suppose instead that for large $n$

$$e_{nl}=-n^{-6}\,a(l/n), \tag{7}$$

with $a$ continuous on $[0,1]$. Writing $x_l=l/n$, we have for one shell

$$\sum_{l=0}^{n-1}(2l+1)\,a(x_l)
=n^2\left[2\sum_{l=0}^{n-1}x_l\,a(x_l)\frac1n+\frac1n\sum_{l=0}^{n-1}a(x_l)\frac1n\right].$$

The points $x_l$ are spaced by $1/n$, so the first sum in the bracket tends to an integral. The second sum also tends to a finite integral, but its prefactor $1/n$ removes it in the limit. The shell contribution is thus $-n^{-4}(A+\varepsilon_n)$ with $\varepsilon_n\to0$ and

$$A=2\int_0^1 x\,a(x)\,dx . \tag{8}$$

For constant $a$ this returns $A=a$, in agreement with (1). Given any $\delta>0$, all shells beyond a sufficiently large $X$ have $|\varepsilon_n|<\delta$, so the tail lies between $(A-\delta)$ and $(A+\delta)$ times the sum in (3). The leading law (5) survives with $A$ from (8). The correction terms in (6) were derived for equal contributions and do not carry over automatically.

## 4. Why an orbital contributes as the inverse sixth power

The exponent 6 comes from the shape of the wavefunction where two electrons meet. The argument below is a scaling argument, not a proof, and it applies to a singlet pair. Atomic units are used.

**The cusp.** For the relative coordinate $\mathbf r_{12}$ the reduced mass is $\frac12$, so the relevant part of the Hamiltonian is $-\nabla^2+1/r_{12}$. Let the wavefunction near coalescence be proportional to $1+\kappa r_{12}$. Since $\nabla^2r_{12}=2/r_{12}$, the kinetic term gives $-2\kappa/r_{12}$. It must cancel the repulsion $1/r_{12}$, which requires $\kappa=\frac12$. The singular part of the pair function can then be modelled by

$$u(\mathbf r_1,\mathbf r_2)=\tfrac12\,r_{12}\,\varphi_0(\mathbf r_1)\varphi_0(\mathbf r_2), \tag{9}$$

where $\varphi_0$ is the real, normalized, occupied orbital.

**The energy as a sum.** Let $\Phi_0$ be the Hartree-Fock state and write $\Psi=\Phi_0+\Psi'$ with $\langle\Phi_0|\Psi'\rangle=0$. Projecting $(H-E)\Psi=0$ on $\Phi_0$ gives $E-E_{\rm HF}=\langle\Phi_0|H|\Psi'\rangle$. Single excitations drop out by Brillouin's theorem, and one-electron operators do not connect $\Phi_0$ with double excitations. What remains is the matrix element of $1/r_{12}$ with the double excitations. For the model function we study the corresponding quantity

$$W=\langle\varphi_0\varphi_0|r_{12}^{-1}|u\rangle .$$

Because $u$ is real and symmetric, it has an expansion $u=\sum_kc_k\chi_k(\mathbf r_1)\chi_k(\mathbf r_2)$ in orthonormal natural orbitals. Inserting it gives

$$W=\sum_kc_kg_k,\qquad
g_k=\iint\frac{\varphi_0(\mathbf r_1)\chi_k(\mathbf r_1)\,\varphi_0(\mathbf r_2)\chi_k(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2 . \tag{10}$$

The contribution of orbital $k$ is $e_k=c_kg_k$. Unlike $\Psi'$, the function $u$ still has a component along $\varphi_0\varphi_0$, so $W$ itself is not a correlation energy; only the way its terms fall off at high $n$ is of interest.

**The two powers of momentum.** From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the Fourier transform of $1/r$ is $4\pi/p^2$. From $\nabla^2r=2/r$, the transform of $r$ is $-8\pi/p^4$, so that of $\frac12r$ is $-4\pi/p^4$. A high natural orbital oscillates with a local wavenumber $p$ over distances on which $\varphi_0$ hardly changes. Locally, then,

$$c\approx-\frac{4\pi\varphi_0^2}{p^4},\qquad g\approx\frac{4\pi\varphi_0^2}{p^2}. \tag{11}$$

**From momentum to shell number.** Multiplying all momenta by a factor $\lambda$ at fixed positions multiplies both the angular momentum and the number of radial nodes by $\lambda$, for large quantum numbers. At fixed $l/n$ this means $p\propto n$. Counting states agrees: the phase-space volume grows as $p^3$, and the number of orbitals up to shell $n$ grows as $n^3/3$. Equation (11) then yields

$$c\propto-n^{-4},\qquad g\propto n^{-2},\qquad e=cg\propto-n^{-6}, \tag{12}$$

with a factor that may depend on $l/n$. This is the form (7).

**A numerical test.** Take $\varphi_0=e^{-r}/\sqrt\pi$. In each angular-momentum channel $u$ can be diagonalized on a radial grid. The eigenfunctions of channel $l$, ordered by decreasing $|c|$, are labelled $n=l+1,\,l+2,\dots$ Between $n=10$ and $n=20$, at $l=n/2$, the decay powers of $|c|$, $g$ and $|e|$ are 4.05, 1.98 and 6.03. In shell 20 the quantity $-e\,n^6$ runs from 0.36 to $0.58\,E_{\rm h}$, so the contributions are comparable but not equal. The shell sums nevertheless decay with power 4.04, as Section 3 requires.

The remainder can be found without assuming anything about the tail. In $W$ the factor $r_{12}$ cancels $1/r_{12}$, so that

$$W=\tfrac12\iint\varphi_0^2(\mathbf r_1)\varphi_0^2(\mathbf r_2)\,d^3r_1d^3r_2=\tfrac12 . \tag{13}$$

The sum over $n\le X$ minus $\frac12$ is therefore the truncation remainder. It is $1.4\times10^{-4}\,E_{\rm h}$ at $X=10$ and $1.9\times10^{-5}\,E_{\rm h}$ at $X=20$; a coarser grid changes the latter by less than 2% of its value. Its decay power between these points is about 2.9 in the variable $X$ and 3.0 in $X+\frac12$. The half-integer shift thus also works well here, although it was derived only for equal contributions.

## 5. What this implies for the design and cost of a basis

Within shell 20 of the cusp model the largest contribution is about 1.6 times the smallest. Between shells the change is steeper when $n$ is small: if (1) is carried down to $n=2$ and $3$, the contribution per orbital falls by the factor $(2/3)^6\approx0.09$. This suggests adding functions in groups, one new radial function for each $l$ already present together with the first function of the next $l$. Correlation-consistent sets are built in this way.

The number of orbitals up to shell $X$ is

$$N(X)=\sum_{n=1}^Xn^2=\frac{X(X+1)(2X+1)}6 . \tag{14}$$

To verify the closed form, note that it gives $N(1)=1$ and
$N(X)-N(X-1)=\frac X6[(X+1)(2X+1)-(X-1)(2X-1)]=\frac X6\,6X=X^2$. Expanding (14) and combining it with (6),

$$N\,T=\frac A9\left(1+\frac3{2X}+\frac1{2X^2}\right)\left(1-\frac3{2X}+\frac1{X^2}+\dots\right)
=\frac A9\left(1-\frac3{4X^2}+\dots\right). \tag{15}$$

The terms in $1/X$ cancel, and the error is inversely proportional to the number of orbitals. Ten times the accuracy needs about ten times the orbitals. If the computing time grows as $N^q$ for a fixed number of electrons, it grows as $T^{-q}$.

One might hope to do better by completing each angular-momentum channel before adding the next. Suppose that all $n$ are kept but only $l<X$. For each $n>X$ the missing values are $l=X,\dots,n-1$, which by (2) amount to $n^2-X^2$ orbitals. With equal contributions the error is

$$T_l(X)=A\sum_{n>X}\frac{n^2-X^2}{n^6}
\simeq A\left(\frac1{3X^3}-\frac{X^2}{5X^5}\right)=\frac{2A}{15}X^{-3}, \tag{16}$$

where each sum has been replaced by its leading integral. The power is unchanged. Compared with (5), an unlimited number of extra radial functions reduces the error only to two fifths of its value as $X\to\infty$. At small $X$ the gain is smaller still: the exact ratio $T_l/T$ is 0.65 at $X=2$ and 0.52 at $X=5$. In this model radial functions and angular momenta must be extended together.

## 6. Extrapolation from two basis sets

If $E_X=E_\infty+CX^{-3}$ holds for two values $X$ and $Y$, multiplying by the cubes makes the unknown $C$ cancel in the difference:
$X^3E_X-Y^3E_Y=(X^3-Y^3)E_\infty$. Thus

$$E_\infty\approx E_{XY}=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3}. \tag{17}$$

The first neglected term in (6) gives the remaining error of the equal-contribution model. Since $X^3T(X)=A/3-A/(2X)+\dots$,

$$E_{XY}-E_\infty\approx\frac{-\frac A2\left(\frac1X-\frac1Y\right)}{X^3-Y^3}
=\frac{A(X-Y)}{2XY(X^3-Y^3)}
=\frac{A}{2XY(X^2+XY+Y^2)} . \tag{18}$$

For $Y=X-1$ and large $X$ this is about $A/(6X^4)$, a fraction $1/(2X)$ of the error before extrapolation; for $X=3$ to 5 the exact fraction is 1.8 to 1.5 times larger than this limit. In this model the estimate lies above the limit. In general (17) is not a variational energy and can fall on either side.

## 7. Helium

For helium, cc-pV$X$Z contains $X-l$ radial functions of each angular momentum $l<X$. These are the numbers in the shells $n\le X$, and the basis sizes 5, 14, 30 and 55 for $X=2$ to 5 agree with (14). The functions themselves are built from Gaussians and are not the natural orbitals of Section 1, so the law is applied here by analogy of structure. For first-row atoms the highest shell is $X+1$. Because $(X+1)^{-3}=X^{-3}(1-3/X+\dots)$, this leaves the leading power unchanged but alters the corrections.

The law concerns the correlation energy, defined in each basis as the full energy minus the Hartree-Fock energy in that basis. The Hartree-Fock energy has no electron-electron cusp to describe and must be converged separately. For two electrons, CCSD includes all possible excitations and gives the full energy within the basis.

The reference is computed independently. A 34-term Hylleraas expansion gives $-2.903719\,E_{\rm h}$, and a large $s$ basis gives the Hartree-Fock energy $-2.861680\,E_{\rm h}$. Their difference is $-42.04\,{\rm m}E_{\rm h}$. The last enlargement of the Hylleraas expansion changed the energy by $0.01\,{\rm m}E_{\rm h}$, which indicates the size of the uncertainty but does not bound it. Errors below are relative to this reference. A converged expansion lowers it by a further $0.005\,{\rm m}E_{\rm h}$, to $-42.044\,{\rm m}E_{\rm h}$. This adds $0.005\,{\rm m}E_{\rm h}$ to every error below, so their last digit is uncertain by one unit, and it changes the powers 3.20, 3.31 and 3.60 to 3.19, 3.30 and 3.57.

| $X$ | $E_{\rm corr}$ (m$E_{\rm h}$) | Error (m$E_{\rm h}$) |
|---|---|---|
| 2 | −32.434 | 9.61 |
| 3 | −39.079 | 2.96 |
| 4 | −40.897 | 1.14 |
| 5 | −41.527 | 0.51 |

Between $X=2$ and $X=5$ the effective power is 3.20. It is not constant: successive pairs give 2.90, 3.31 and 3.60. These data are compatible with a decay near the inverse cube, but they do not show the exponent settling at 3.

For $X=4$ and $Y=3$, equation (17) gives

$$E_{43}=\frac{64(-40.897)-27(-39.079)}{64-27}\,{\rm m}E_{\rm h}
=\frac{-1562.3}{37}\,{\rm m}E_{\rm h}=-42.22\,{\rm m}E_{\rm h},$$

or $-110.9$ kJ/mol. This is $0.18\,{\rm m}E_{\rm h}$ below the reference, whereas the $X=4$ value was $1.14\,{\rm m}E_{\rm h}$ above it. The pairs $(2,3)$ and $(4,5)$ leave errors of $+0.16$ and $-0.15\,{\rm m}E_{\rm h}$. Extrapolation helps in all three cases, but its own error hardly shrinks with $X$ in this range.

The negative signs follow from the table. The numerator of (17) contains the difference of $X^3$ times the error, and this product falls from $27\times2.96\approx80$ to $64\times1.14\approx73$ and $125\times0.51\approx64\,{\rm m}E_{\rm h}$. The equal-contribution model has the opposite trend, since there $X^3T(X)$ rises towards $A/3$. The half-integer shift therefore cannot explain the helium data. A plausible cause is that the Gaussian sets differ from natural-orbital shells, but this has not been tested here.

The same two energies predict the next one. The coefficient is

$$C=\frac{-39.079+40.897}{1/27-1/64}\,{\rm m}E_{\rm h}=84.9\,{\rm m}E_{\rm h},$$

and the prediction for $X=5$ is $-42.223+84.9/125=-41.544\,{\rm m}E_{\rm h}$. The computed value is $-41.527\,{\rm m}E_{\rm h}$, a difference of only $0.02\,{\rm m}E_{\rm h}$. This agreement does not make the limit equally accurate. The fit assigns an error of $0.68\,{\rm m}E_{\rm h}$ to $X=5$, while the reference gives 0.51. The faults in the limit and in the coefficient largely cancel at the predicted point.

Finally, suppose that an error of $0.1\,{\rm m}E_{\rm h}$ is wanted without extrapolation. The fitted law requires $X\ge(84.9/0.1)^{1/3}\approx9.5$, hence $X=10$ and, by (14), 385 orbitals for two electrons. This is only a rough estimate: it measures the error from the fitted limit, which misses the reference by $0.18\,{\rm m}E_{\rm h}$, more than the target itself, and the fit already overstates the error at $X=5$. The slow convergence arises from building the cusp (9) out of products of orbitals. A wavefunction that contains $r_{12}$ explicitly need not build that singular term from the orbital expansion, and the present law then no longer applies to it.

## Computed results

```
Pure n^-4 model, A = 1 (dimensionless)
X= 2 N=  5 tail=0.019823 tail*3X^3=0.4758
X= 3 N= 14 tail=0.007478 tail*3X^3=0.6057
X= 4 N= 30 tail=0.003571 tail*3X^3=0.6857
X= 5 N= 55 tail=0.001971 tail*3X^3=0.7392
X=10 N=385 tail=0.000287 tail*3X^3=0.8600
partial-wave error * X^3, X=200: 0.13333
Cusp function, phi0 = exp(-r)/sqrt(pi)
power of c, n=10 to 20, l=n/2: 4.046
power of g, n=10 to 20, l=n/2: 1.981
power of e, n=10 to 20, l=n/2: 6.027
power of shell sum, n=10 to 20: 4.035
power of remainder in X, 10 to 20: 2.910
power of remainder in X+1/2: 3.014
-e*n^6 in shell 20: min 0.362 Eh, max 0.577 Eh
-e*n^6 in shell 20: l=0 0.392, l=10 0.573, l=19 0.362 Eh
X= 2 remainder=1.303e-02 Eh times X^3=0.1042 Eh
X= 5 remainder=1.022e-03 Eh times X^3=0.1278 Eh
X=10 remainder=1.421e-04 Eh times X^3=0.1421 Eh
X=20 remainder=1.891e-05 Eh times X^3=0.1513 Eh
Helium
Hylleraas energy, 34 terms: -2.903719 Eh
change from the smaller expansion: 0.0096 mEh
Hartree-Fock limit: -2.861680 Eh
reference correlation energy: -42.039 mEh
X=2 N= 5 Ecorr=-32.434 mEh error=9.605 mEh
X=3 N=14 Ecorr=-39.079 mEh error=2.960 mEh
X=4 N=30 Ecorr=-40.897 mEh error=1.142 mEh
X=5 N=55 Ecorr=-41.527 mEh error=0.512 mEh
effective power, X=2 to 5: 3.200
pair 2,3: power 2.903, extrapolated -41.876 mEh, error 0.162 mEh
pair 3,4: power 3.310, extrapolated -42.223 mEh, error -0.184 mEh
pair 4,5: power 3.597, extrapolated -42.188 mEh, error -0.150 mEh
coefficient of X^-3 from X=3,4: 84.90 mEh
X=5 predicted from X=3,4: -41.544 mEh
X=5 computed: -41.527 mEh
target error without extrapolation: 0.1 mEh
X needed: 10, orbitals: 385
extrapolated from X=3,4: -110.86 kJ/mol
```
